# Todorov's Two-Body Equation and Its Coulomb Spectrum for Spinless Charges: verification in Python

```python
# Result under test: Todorov's equation for two spinless charges,
#   [p^2 + m_w^2 - (E_w + g/r)^2] psi = 0,
#   m_w = m1 m2/w,  E_w = (w^2 - m1^2 - m2^2)/(2w),
# has the levels w^2 = m1^2 + m2^2 + 2 m1 m2 f, f = (1 + g^2/N^2)^(-1/2),
#   N = n - l - 1/2 + sqrt((l+1/2)^2 - g^2).
# Symbols: w total centre-of-mass energy, g Coulomb strength, n and l the
# usual quantum numbers, M = m1 + m2, mu = m1 m2/M, b centre-of-mass momentum.
# Units: hbar = c = 1, masses in electron masses; bindings printed in Ry.
import numpy as np
import mpmath as mp
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 50
RY_PER_MASS = 2 / const.fine_structure**2
EV_PER_RY = const.physical_constants["Rydberg constant times hc in eV"][0]


def effective(w, m1, m2):
    """Effective mass and effective energy."""
    return m1 * m2 / w, (w**2 - m1**2 - m2**2) / (2 * w)


def formula_level(g, n, l, m1, m2, c=1):
    """N, f, w for the potential -2 E_w g/r - c g^2/r^2."""
    g, m1, m2 = mp.mpf(g), mp.mpf(m1), mp.mpf(m2)
    half = mp.mpf(1) / 2
    N = n - l - half + mp.sqrt((l + half)**2 - c * g**2)
    f = 1 / mp.sqrt(1 + g**2 / N**2)
    return N, f, mp.sqrt(m1**2 + m2**2 + 2 * m1 * m2 * f)


def count_nodes(w, g, n, l, m1, m2, depth=26.0, step=0.005):
    """Nodes of the radial solution, Numerov method on a grid in ln r."""
    mu = m1 * m2 / (m1 + m2)
    r = np.exp(np.arange(-depth, np.log(40.0 * n), step)) / (mu * g)
    energy = effective(w, m1, m2)[1]
    b2 = ((w**2 + m1**2 - m2**2) / (2 * w))**2 - m1**2
    q = g**2 - (l + 0.5)**2 + 2 * energy * g * r + b2 * r**2
    coefficients = 2 - step**2 * q / (1 + step**2 * q / 12)
    ratio, nodes = float("inf"), 0
    for coefficient in coefficients.tolist():
        ratio = coefficient - 1 / ratio
        if ratio < 0:
            nodes += 1
    return nodes


def numerical_level(g, n, l, m1, m2):
    """Bisection in w on the node count; uses no spectral formula."""
    total = m1 + m2
    low, high = total - 2 * m1 * m2 / total * g**2, total
    for _ in range(46):
        middle = (low + high) / 2
        if count_nodes(middle, g, n, l, m1, m2) > n - l - 1:
            high = middle
        else:
            low = middle
    return (low + high) / 2


def dot4(a, b):
    return a[0] * b[0] - np.dot(a[1:], b[1:])


def to_rest_frame(vector, frame):
    """Components of a four-vector in the rest frame of 'frame'."""
    mass = np.sqrt(dot4(frame, frame))
    time = dot4(vector, frame) / mass
    space = vector[1:] - frame[1:] * (vector[0] + time) / (frame[0] + mass)
    return np.concatenate(([time], space))


def on_shell(mass, momentum):
    momentum = np.array(momentum, float)
    return np.concatenate(([np.sqrt(mass**2 + momentum @ momentum)], momentum))


m1, m2, g = 1.0, 2.0, 0.2
M, mu = m1 + m2, m1 * m2 / (m1 + m2)

# Free kinematics from explicit boosts
p1, p2 = on_shell(m1, [0.3, -0.4, 0.5]), on_shell(m2, [-0.2, 0.7, 0.1])
w_free = np.sqrt(dot4(p1 + p2, p1 + p2))
k_vec = to_rest_frame(p1, p1 + p2)[1:]
k = np.linalg.norm(k_vec)
assert np.allclose(k_vec, -to_rest_frame(p2, p1 + p2)[1:], atol=1e-12)
gamma_rel = to_rest_frame(p1, p2)[0] / m1
mass_free, energy_free = effective(w_free, m1, m2)
assert abs(energy_free / mass_free - gamma_rel) < 1e-12
assert abs(energy_free**2 - mass_free**2 - k**2) < 1e-12

# Normalisation: unitarity weights of the two propagators
def total_energy(p):
    return np.sqrt(m1**2 + p**2) + np.sqrt(m2**2 + p**2)


def invariant_density(p):
    return p**2 / (2 * np.pi**2) / (
        4 * np.sqrt(m1**2 + p**2) * np.sqrt(m2**2 + p**2))


d = 1e-4
invariant_weight = np.pi * quad(invariant_density, k - d, k + d)[0] / (
    total_energy(k + d) - total_energy(k - d))
quasi_weight = np.pi * quad(lambda p: p**2 / (2 * np.pi**2), k - d, k + d)[0] / (
    (k + d)**2 - (k - d)**2)
weight_ratio = quasi_weight / invariant_weight
assert abs(weight_ratio / (2 * w_free) - 1) < 1e-6

# One-photon exchange from explicit four-vectors, several scattering angles
for angle in (0.4, 1.3, 2.7):
    k_in = np.array([k, 0.0, 0.0])
    k_out = k * np.array([np.cos(angle), np.sin(angle), 0.0])
    current1 = on_shell(m1, k_in) + on_shell(m1, k_out)
    current2 = on_shell(m2, -k_in) + on_shell(m2, -k_out)
    q2 = np.sum((k_in - k_out)**2)
    born = -4 * np.pi * g * dot4(current1, current2) / (2 * w_free * q2)
    split = -8 * np.pi * g * energy_free / q2 + 2 * np.pi * g / w_free
    assert abs(born - split) < 1e-10 * abs(born)

# Order g^4: Breit Hamiltonian of spinless charges on hydrogenic functions
def hydrogenic_averages(n, l):
    """Averages of p^4 and of the orbit-orbit operator; density at r = 0."""
    r = sp.symbols("r", positive=True)
    R = R_nl(n, l, r, 1)
    R1 = sp.diff(R, r)
    laplacian = sp.diff(R, r, 2) + 2 * R1 / r - l * (l + 1) * R / r**2
    p4 = sp.lambdify(r, laplacian**2 * r**2, "numpy")
    orbit = sp.lambdify(r, 2 * R1**2 * r + l * (l + 1) * R**2 / r, "numpy")
    values = [sum(quad(h, a, b, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
                  for a, b in ((0, 5), (5, 25), (25, 120))) for h in (p4, orbit)]
    return values[0], values[1], float(R.subs(r, 0))**2 / (4 * np.pi)


def fourth_order(n, l, a, b, c):
    """Coefficient of g^4 in the level, from a tiny coupling at 50 digits."""
    tiny = mp.mpf(10)**(-6)
    reduced = mp.mpf(a) * b / (a + b)
    w = formula_level(tiny, n, l, a, b, c)[2]
    return float((w - a - b + reduced * tiny**2 / (2 * n**2)) / tiny**4)


matching = []
for n, l in ((1, 0), (2, 0), (2, 1), (3, 1), (3, 2)):
    p4, orbit, density = hydrogenic_averages(n, l)
    for a, b in ((1, 1), (1, 2), (1, 50)):
        red, tot = a * b / (a + b), a + b
        breit = -red**4 * p4 / 8 * (1 / a**3 + 1 / b**3) \
            - red**3 * orbit / (2 * a * b)
        contact = np.pi * red**3 * density / (tot * red)
        without, with_square = (fourth_order(n, l, a, b, c) for c in (0, 1))
        c_needed = (breit - contact - without) / (with_square - without)
        assert abs(c_needed - 1) < 1e-6
        missing = red**2 / (tot * n**3) if l == 0 else 0.0
        assert abs(breit - with_square - missing) < 1e-7
        closed = -red * (1 / (n**3 * (2 * l + 1)) - 3 / (8 * n**4)) \
            - red**2 / (8 * tot * n**4)
        assert abs(closed - with_square) < 1e-9
        if (a, b) == (1, 2):
            matching.append((n, l, breit, with_square, contact, c_needed))

# Exact spectrum against the numerical solution of the radial equation
rows = []
for n, l in ((1, 0), (2, 0), (2, 1), (3, 2)):
    N, f, w = (float(v) for v in formula_level(g, n, l, m1, m2))
    w_num = numerical_level(g, n, l, m1, m2)
    assert abs((M - w_num) / (M - w) - 1) < 1e-6
    rows.append((n, l, N, f, w, M - w, M - w_num))
w_equal = float(formula_level(g, 1, 0, 1, 1)[2])
assert abs((2 - numerical_level(g, 1, 0, 1.0, 1.0)) / (2 - w_equal) - 1) < 1e-6
w_strong = float(formula_level(0.4, 1, 0, m1, m2)[2])
# the cut at small r is felt more at strong coupling, hence 1e-5
assert abs((M - numerical_level(0.4, 1, 0, m1, m2)) / (M - w_strong) - 1) < 1e-5

# Heavy partner: Klein-Gordon level plus first recoil term
heavy = 500.0
f_1s = rows[0][3]
heavy_num = numerical_level(g, 1, 0, 1.0, heavy) - heavy
heavy_recoil = (1 - f_1s**2) / (2 * heavy)
assert abs(heavy_num - f_1s - heavy_recoil) < 2e-7

# Above g = 1/2 an S wave gains nodes without end as r -> 0
node_table = []
for strength in (0.4, 0.6):
    w_test = M - 0.5 * mu * strength**2
    node_table.append((strength, *[count_nodes(
        w_test, strength, 1, 0, m1, m2, depth=deep) for deep in (26.0, 66.0)]))
assert node_table[0][1] == node_table[0][2]
assert node_table[1][2] - node_table[1][1] >= 4

w1 = rows[0][4]
mass1, energy1 = effective(w1, m1, m2)
kappa = np.sqrt(mass1**2 - energy1**2)
assert abs(g * energy1 / kappa - rows[0][2]) < 1e-10
bohr = mu * g**2 / 2
order4 = -matching[0][3] * g**4
contact_shift = matching[0][4] * g**4

print(f"inputs: m1 = {m1:.0f}, m2 = {m2:.0f} electron masses; g = {g}")
print(f"M = {M:.0f}, mu = {mu:.6f} electron masses")
print(f"electron rest energy = {RY_PER_MASS:.3f} Ry")
print("free pair, energies and momenta in electron masses:")
print(f"  w = {w_free:.6f}, b = {k:.6f}")
print(f"  m_w = {mass_free:.6f}, E_w = {energy_free:.6f}")
print(f"  relative Lorentz factor = {gamma_rel:.6f} (pure number)")
print(f"  ratio of unitarity weights = {weight_ratio:.6f}, 2w = {2*w_free:.6f}")
print("g^4 coefficients for m1=1, m2=2, in electron masses:")
print("  n l  Breit       Todorov     contact    c needed (number)")
for n, l, breit, tod, contact, c_needed in matching:
    print(f"  {n} {l} {breit:11.7f} {tod:11.7f} {contact:10.7f} {c_needed:.6f}")
print("levels: N, f pure numbers; w in electron masses")
for n, l, N, f, w, _, _ in rows:
    print(f"  n={n} l={l}  N = {N:.8f}  f = {f:.8f}  w = {w:.8f}")
print("binding M - w in Ry: formula, numerical solution")
for n, l, _, _, _, bind, bind_num in rows:
    print(f"  n={n} l={l}  {bind*RY_PER_MASS:.5f}  {bind_num*RY_PER_MASS:.5f}")
print("1s state in electron masses:")
print(f"  m_w = {mass1:.8f}, E_w = {energy1:.8f}, kappa = {kappa:.8f}")
print(f"1s Bohr binding = {bohr*RY_PER_MASS:.4f} Ry")
print(f"1s order-g^4 binding = {order4*RY_PER_MASS:.4f} Ry")
print(f"1s higher orders = {(M-w1-bohr-order4)*RY_PER_MASS:.4f} Ry")
print(f"1s omitted contact shift = +{contact_shift*RY_PER_MASS:.4f} Ry")
print(f"1s binding = {(M-w1)*RY_PER_MASS*EV_PER_RY:.2f} eV")
print(f"equal masses 1,1: 1s binding = {(2-w_equal)*RY_PER_MASS:.4f} Ry")
print(f"g = 0.4: 1s binding = {(M-w_strong)*RY_PER_MASS:.3f} Ry")
print(f"m1 = 1, m2 = {heavy:.0f}, in electron masses:")
print(f"  numerical w - m2 = {heavy_num:.8f}")
print(f"  Klein-Gordon f = {f_1s:.8f}, recoil term = {heavy_recoil:.8f}")
print("S-wave node counts, inner cut exp(-26) and exp(-66) Bohr radii:")
for strength, shallow, deep in node_table:
    print(f"  g = {strength}: {shallow} and {deep} nodes")
w_edge = float(formula_level(0.5, 1, 0, m1, m2)[2])
print(f"g = 1/2 limit: 1s w = {w_edge:.6f} electron masses")
print("OK")
```

Running it gives:

```
inputs: m1 = 1, m2 = 2 electron masses; g = 0.2
M = 3, mu = 0.666667 electron masses
electron rest energy = 37557.730 Ry
free pair, energies and momenta in electron masses:
  w = 3.286213, b = 0.638864
  m_w = 0.608603, E_w = 0.882352
  relative Lorentz factor = 1.449799 (pure number)
  ratio of unitarity weights = 6.572426, 2w = 6.572426
g^4 coefficients for m1=1, m2=2, in electron masses:
  n l  Breit       Todorov     contact    c needed (number)
  1 0  -0.2870370  -0.4351852  0.1481481 1.000000
  2 0  -0.0503472  -0.0688657  0.0185185 1.000000
  2 1  -0.0133102  -0.0133102  0.0000000 1.000000
  3 1  -0.0053727  -0.0053727  0.0000000 1.000000
  3 2  -0.0020805  -0.0020805  0.0000000 1.000000
levels: N, f pure numbers; w in electron masses
  n=1 l=0  N = 0.95825757  f = 0.97890631  w = 2.98590443
  n=2 l=0  N = 1.95825757  f = 0.99482502  w = 2.99654803
  n=2 l=1  N = 1.98660687  f = 0.99497055  w = 2.99664516
  n=3 l=2  N = 2.99198716  f = 0.99777332  w = 2.99851518
binding M - w in Ry: formula, numerical solution
  n=1 l=0  529.39770  529.39770
  n=2 l=0  129.64834  129.64834
  n=2 l=1  126.00015  126.00015
  n=3 l=2  55.76654  55.76654
1s state in electron masses:
  m_w = 0.66981380, E_w = 0.65568496, kappa = 0.13684942
1s Bohr binding = 500.7697 Ry
1s order-g^4 binding = 26.1513 Ry
1s higher orders = 2.4767 Ry
1s omitted contact shift = +8.9026 Ry
1s binding = 7202.82 eV
equal masses 1,1: 1s binding = 397.1655 Ry
g = 0.4: 1s binding = 2675.141 Ry
m1 = 1, m2 = 500, in electron masses:
  numerical w - m2 = 0.97894797
  Klein-Gordon f = 0.97890631, recoil term = 0.00004174
S-wave node counts, inner cut exp(-26) and exp(-66) Bohr radii:
  g = 0.4: 1 and 1 nodes
  g = 0.6: 3 and 7 nodes
g = 1/2 limit: 1s w = 2.797933 electron masses
OK
```
